Electron drift in a cold gas of hard spheres

**Problem**

Electrons of mass m and charge magnitude e drift through a gas of atoms of mass M in a steady, uniform electric field E. The atoms are at rest. Each collision is elastic and of hard-sphere type: it scatters isotropically in the centre-of-mass frame, and the mean free path L does not depend on speed. The electrons are too few to affect one another, and they are far from any electrode.

(a) Write the velocity distribution as an isotropic part plus a small part proportional to the cosine of the angle to the force. Find both parts to leading order in m/M.

(b) Find the drift velocity w, including its numerical coefficient.

(c) Evaluate w for electrons in helium at 1 Torr, 300 K and 1 V/cm, taking a constant cross section of 6×10⁻¹⁶ cm². Judge what the model leaves out.

Notation: a = eE/m is the acceleration, μ = m/M, and ν = v/L is the collision frequency at speed v. The angle θ is measured from the force on the electron, so w is positive. The distribution is

f(v,θ) = f0(v) + f1(v) cosθ,  ∫ 4πv² f0 dv = 1.

A prime on f0 or f1 means d/dv, and ⟨…⟩ is an average over f0.

**Hints**

1. Isotropic scattering erases the memory of direction. Use this to relate f1 to the slope of f0.

2. Energy is lost slowly, because the atom is heavy. Count the electrons that collisions carry down through a chosen speed u, and the electrons that the field carries up through it. In a steady state the two rates are equal.

3. For the averages, substitute x = (v/v0)⁴ with a suitable speed v0. The integrals become gamma functions.

**Solution**

*The directed part.* In a steady, uniform swarm the Boltzmann equation is

a ∂f/∂v_z = (change of f by collisions).

Since ∂v/∂v_z = cosθ, the isotropic part contributes a f0' cosθ on the left. The f1 term gives functions even in cosθ, which do not enter the cosθ component. A second harmonic would enter it; its size is estimated below. On the right, to leading order in μ, electrons leave each direction at rate ν and return evenly spread over all directions. The cosθ component therefore decays at rate ν:

a f0' = −ν f1,  so  f1 = −(aL/v) f0'.  (1)

As f0 falls with speed, f1 is positive and the electrons drift along the force.

*Energy loss in collisions.* The centre of mass moves with velocity μ**v**/(1+μ). In its frame the electron has speed v/(1+μ) before and after the collision, and leaves along a random unit vector **n**. The final velocity is

**v**' = (μ**v** + v**n**)/(1+μ).

With c the cosine of the angle between **n** and **v**,

v'² = v² (1 + μ² + 2μc)/(1+μ)².

Because c is uniform between −1 and 1, v'² is uniform between α²v² and v², where α = (1−μ)/(1+μ) ≈ 1 − 2μ.

A collision can take an electron from above u to below u if u < v < u/α. The probability that it does so is

P = (u² − α²v²)/[v²(1−α²)].

Set v = u(1+s), with s between 0 and about 2μ. To leading order the numerator is u²[1 − (1−4μ)(1+2s)] ≈ u²(4μ − 2s), and the denominator is 4μu². Hence P ≈ 1 − s/(2μ). The speed interval is narrow, so f0 and ν may be evaluated at u. The downward rate is

∫ 4πv² ν f0 P dv ≈ 4πu³ ν f0 ∫₀^{2μ} [1 − s/(2μ)] ds = 4πμu³ ν f0.  (2)

The f1 part drops out on summing over directions. For the helium mass ratio and the f0 found below, the full angular integral was compared with (2) at u = 0.5, 0.8 and 1.2 times v0. The largest relative difference was 4.8×10⁻⁴.

*Energy gain from the field.* The field carries electrons outward through the sphere of speed u at the rate

∫ a cosθ (f0 + f1 cosθ) u² dΩ = (4π/3) a u² f1,

because the average of cosθ over directions is zero and that of cos²θ is 1/3. The number of electrons inside the sphere is constant, so this rate equals (2). Writing v for u,

(4π/3) a v² f1 = 4πμv³ ν f0,  so  f1 = 3μv² f0/(aL).  (3)

*The distribution.* Equations (1) and (3) are two expressions for f1. Equating them gives

−(aL/v) f0' = 3μv² f0/(aL),

f0'/f0 = −3μv³/(aL)².

Integration gives −3μv⁴/[4(aL)²] for the logarithm of f0, apart from a constant. Therefore

f0 = A exp[−(v/v0)⁴],  v0⁴ = 4(aL)²/(3μ).  (4)

This is the Druyvesteyn distribution. It falls faster at high speed than a Maxwellian because the collision rate grows with speed. If ν were constant, the same two balances would give f0'/f0 = −3μν²v/a², which is a Maxwellian. The normalization, with the k = 0 integral evaluated below, gives A = 1/[π Γ(3/4) v0³]. Part (a) is answered by (3) and (4).

*The averages.* With v = v0 x^(1/4) and dv = (v0/4) x^(−3/4) dx,

∫₀^∞ v^(k+2) exp[−(v/v0)⁴] dv = (v0^(k+3)/4) Γ((k+3)/4).

Dividing by the same integral with k = 0,

⟨v^k⟩ = v0^k Γ((k+3)/4)/Γ(3/4).  (5)

*The drift velocity.* The mean of v cosθ receives nothing from f0, and from f1 it receives

w = (4π/3) ∫ v³ f1 dv = [μ/(aL)] ∫ 4πv⁵ f0 dv = μ⟨v³⟩/(aL).  (6)

Equation (4) gives v0³ = (4/3)^(3/4) μ^(−3/4) (aL)^(3/2). Using (5) with k = 3,

w = (4/3)^(3/4) [Γ(3/2)/Γ(3/4)] μ^(1/4) (aL)^(1/2).

The coefficient is 1.2408 × 0.8862/1.2254 = 0.897, so

**w = 0.897 (m/M)^(1/4) (eEL/m)^(1/2).**  (7)

*Two checks on the factors.* Multiply (6) by ma = eE:

eEw = ⟨2μ · ½mv² · v/L⟩.

The left side is the power supplied by the field. On the right, averaging v'² over c shows that a collision removes the fraction 2μ/(1+μ)² ≈ 2μ of the energy, and collisions occur at rate v/L. The power balances.

The drift can also be found by putting (1), instead of (3), into the integral for w. Integrating by parts,

w = −(4πaL/3) ∫ v² f0' dv = (8πaL/3) ∫ v f0 dv = (2aL/3)⟨1/v⟩.  (8)

From (5), ⟨1/v⟩ = √π/[Γ(3/4) v0]. Inserting v0 gives the coefficient (2/3)(3/4)^(1/4) √π/Γ(3/4). This equals the earlier one, since Γ(3/2) = √π/2 and (4/3)^(3/4)/2 = (2/3)(3/4)^(1/4).

*Reading the result.* Equation (8) explains the square root of the field. The drift is of order aL/v, and the typical speed itself grows as (aL)^(1/2). The mobility w/E therefore falls as E^(−1/2) at fixed gas density. Heavier atoms take less energy per collision, so at fixed L the electrons become faster, collide more often and drift more slowly.

*Is the second harmonic small?* From (3) and (4),

f1/f0 = 2(3μ)^(1/2) (v/v0)²,

which is of order μ^(1/2) for typical electrons. A second harmonic f2 is driven by the field acting on f1 and is removed at rate ν, so f2 ~ (aL/v²) f1. Since aL/v² is also of order μ^(1/2), f2 is of order μf0. It changes the balance (1) by a relative amount of order μ.

A Monte Carlo simulation with full recoil, and no assumption about the angular form of f, tests this. At fixed a and L, it gave drifts of 1.0020 ± 0.0018 times formula (7) for m/M = 0.01, and 1.0012 ± 0.0025 times for m/M = 0.0025; the uncertainties are standard errors. The ratio ⟨v⁴⟩/⟨v²⟩² was 1.393 and 1.377 respectively. The Druyvesteyn value is 1.371 and the Maxwellian value is 1.667, so the simulation supports the shape of f0 as well as the drift.

**Part (c): helium**

The gas density is p/(kT) = 3.219×10¹⁶ cm⁻³. The mean free path is

L = 1/(3.219×10¹⁶ cm⁻³ × 6×10⁻¹⁶ cm²) = 0.0518 cm.

Over this distance along the force, the field supplies eEL = 0.0518 eV, which corresponds to (eEL/m)^(1/2) = 9.543×10⁶ cm/s. With M/m = 7296, (m/M)^(1/4) = 0.1082, and

w = 0.897 × 0.1082 × 9.543×10⁶ cm/s = 9.3×10⁵ cm/s = 9.3 km/s.

The mobility at this field is 9.3×10⁵ cm²/Vs.

For the mean energy, (4) gives

½mv0² = eEL (M/3m)^(1/2) = 0.0518 eV × 49.3 = 2.55 eV.

By (5) with k = 2, the mean is Γ(5/4)/Γ(3/4) = 0.740 of this, or 1.89 eV. That is about 36 times the energy gained along the force in one mean free path. The electrons keep most of their energy at each collision and accumulate it over many.

*Comparison with real helium.* These conditions represent a drift tube with a reduced field of 3.1 Td. The cross section is a rough value for electrons of a few eV, so the result is an estimate and not a measured drift velocity. Real scattering is also not exactly isotropic, so the cross section to use in L is the one for momentum transfer, and it varies with energy. If it is held at 6×10⁻¹⁶ cm² at the mean energy but varies as energy to the power +0.1 or −0.1, the drift changes by −2.4% or +2.7%. These exponents are trial values, not a fit to helium. Raising the whole cross section by 10% lowers w by 4.7%. The tabulated momentum-transfer cross section of helium near 2 eV is closer to 7×10⁻¹⁶ cm² than to 6×10⁻¹⁶ cm². Since w varies as the inverse square root of a constant cross section, that value gives about 8.6×10⁵ cm/s, so the 9.3 km/s above is likely some 7% too high for real helium.

The other effects estimated here are smaller. Allowing the atoms to move at 300 K lowers w by 0.5%. At the mean energy f1/f0 is 0.03. Helium's inelastic threshold is roughly 20 eV, and the model places a negligible fraction of the electrons above it. The value from (4), about 10⁻²⁷, is not a prediction for real helium: so far out in the tail, gas heating and a cross section that falls with energy can raise it by many powers of ten, and f1/f0 has grown to about 0.3. The fraction nevertheless remains very small. By the same token, such a swarm could not sustain a discharge by ionization: the electrons must be supplied from outside. Formula (7) should not be carried over to molecular process gases, whose vibrational and rotational excitation provides energy loss at much lower energies.

The tube must also be long enough. Recoil removes energy at a rate 2μv/L = 4.3×10⁵ s⁻¹ at the mean energy. During the corresponding time an electron drifts

9.27×10⁵ cm/s ÷ 4.315×10⁵ s⁻¹ = 2.1 cm.

The steady distribution therefore needs a drift region several times longer than 2 cm. In a gap of a few millimetres at this pressure and field, electrons released with little energy do not reach the distribution (4), so the derivation of (7) does not hold there.

**Variation 1: atoms at temperature T**

*What replaces (4), and what happens as E → 0?*

An atom of velocity **V** changes the electron's speed by about **V**·(**n** − **v**/v). Each component of **V** has variance kT/M, and the mean of |**n** − **v**/v|² is 2 for isotropic scattering. The mean square change is thus 2kT/M per collision. This is diffusion in speed with coefficient νkT/M, and it adds 4πv²ν(kT/M) f0' to the downward flux. The complete flux must vanish for a Maxwellian, for which f0' = −(mv/kT) f0. The term in f0 must then be 4πμv³νf0, in agreement with (2). The balance with the field becomes

a f1/3 = μvν[f0 + (kT/mv) f0'].

Insert (1) and ν = v/L, then multiply by mL/(μv):

−f0' [Ma²L²/(3v²) + kT] = mv f0,

f0'/f0 = −mv/[kT + Ma²L²/(3v²)].  (9)

For T = 0 this returns (4). For E → 0 it gives a Maxwellian at the gas temperature, with ⟨1/v⟩ = [2m/(πkT)]^(1/2). Then (8) yields

w = (2eEL/3m) [2m/(πkT)]^(1/2).

The drift is now linear in E and independent of M, because the gas sets the electron speed. Formula (7) fails in this limit. The two terms in the bracket of (9) are equal at the thermal speed v² = 3kT/m when

eEL = 3kT (m/M)^(1/2).

For helium at 300 K, kT = 0.0259 eV, and this gives about 0.0009 eV. At the L of part (c) the changeover is near 0.02 V/cm, far below the 1 V/cm used there.

**Variation 2: electrons that share their energy**

*Suppose collisions between electrons make f0 Maxwellian. How does w change at the same E and L?*

Electron-electron collisions conserve the total energy of the electrons, so the power balance (6) still holds. Assume also that they leave relation (1), and hence (8), unchanged; this neglects their effect on f1. For f0 ∝ exp(−v²/s²),

⟨1/v⟩ = 2/(√π s),  ⟨v³⟩ = 4s³/√π.

Equating (8) and (6),

4aL/(3√π s) = 4μs³/(√π aL),  so  s⁴ = (aL)²/(3μ).

Substituting s into (8),

w = [4·3^(1/4)/(3√π)] μ^(1/4) (aL)^(1/2) = 0.990 (m/M)^(1/4) (eEL/m)^(1/2).

The powers are unchanged and the drift is 10% higher. The mean energy, ¾ms², is only 1.4% above the Druyvesteyn value. The drift rises because the Maxwellian has a larger ⟨1/v⟩: it contains more slow electrons, which are the more mobile ones when L is constant.

To see when this matters, compare the recoil loss rate with the electron-electron rate

n e⁴ lnΛ/(4πε₀²m²v³)

at the mean energy, where n is the electron density and lnΛ the Coulomb logarithm. With lnΛ = 10, the two are equal at n ≈ 3×10¹⁰ cm⁻³ for the conditions of part (c). This is an order-of-magnitude estimate. A dilute swarm lies well below it, but electron densities in processing plasmas can reach this range, and there the form of f0 cannot be assumed to be (4).

The numerical output below lists the main values used here.

Computed results

```
Drift coefficient C: 0.89736 (dimensionless)
Monte Carlo, m/M = 0.0100 (units a = L = 1):
  drift simulated 0.2843, formula 0.2838
  drift ratio 1.0020, standard error 0.0018
  mean-energy ratio 1.0114
  shape <v^4>/<v^2>^2: 1.3925
Monte Carlo, m/M = 0.0025 (units a = L = 1):
  drift simulated 0.2009, formula 0.2007
  drift ratio 1.0012, standard error 0.0025
  mean-energy ratio 1.0019
  shape <v^4>/<v^2>^2: 1.3772
Druyvesteyn shape: 1.3708
Maxwellian shape: 1.6667
Largest relative flux error, He: 4.84e-04
Helium example
Pressure: 1.0 Torr
Gas temperature: 300 K
Field: 1.0 V/cm
Rough cross section: 6.0e-16 cm^2
Mass ratio M/m: 7296.3
Gas density: 3.219e+16 cm^-3
Mean free path: 0.05178 cm
Reduced field E/N: 3.107 Td
Energy gained over L along force, eEL: 0.05178 eV
(eEL/m)^(1/2): 9.5430e+06 cm/s
(m/M)^(1/4): 0.10820
Speed scale v0: 9.4776e+07 cm/s
Energy scale m*v0^2/2: 2.5535 eV
Mean energy: 1.8888 eV
Drift velocity: 9.2656e+05 cm/s = 9.266 km/s
Mobility w/E: 9.2656e+05 cm^2/Vs
Gas thermal energy 3kT/2: 0.03878 eV
Drift with gas at 300 K: 9.2207e+05 cm/s
Mean energy with gas at 300 K: 1.9105 eV
Drift shift from gas temperature: -0.485 %
Grid-doubling shift: +3.9e-06 %
Drift shift, sigma ~ energy^+0.1: -2.37 %
Drift shift, sigma ~ energy^-0.1: +2.69 %
Drift shift, sigma raised 10 %: -4.65 %
Rough inelastic threshold: 20 eV
Electron fraction above threshold: 6.6e-28
f1/f0 at mean energy: 0.0300
Recoil energy-loss rate: 4.315e+05 s^-1
Energy relaxation length: 2.15 cm
Assumed Coulomb logarithm: 10
Density for e-e rate = loss rate: 2.90e+10 cm^-3
Maxwellian drift coefficient: 0.99002
Drift shift if Maxwellian: +10.33 %
```
